# Group overlap of a metal d-pi orbital with a carbon ring, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a square ring to n carbons

An iron $3d_{xz}$ orbital placed below a five-carbon ring has overlaps 0.0756, 0.0234, −0.0611, −0.0611 and 0.0234 with the five carbon pi orbitals. Its overlap with the ring orbital that matches it is 0.1195, which is 1.581 times the largest of the five. The orbital $d_{yz}$ meets the same ring differently: its largest overlap with any carbon is 0.0719. Its overlap with its own matching ring orbital is nevertheless 0.1195 again. Two things need explaining: the factor 1.581, which is $\sqrt{5/2}$, and the fact that the overlap 0.1195 with the matching ring orbital does not depend on how the ring is turned about its axis.

The numbers belong to one iron atom and one ring, with Fe-C distance 2.05 Å and C-C distance 1.42 Å, rough values typical of ferrocene. The orbitals are those of free atoms, from spherically averaged restricted Hartree-Fock theory in the def2-TZVP basis, with iron in the configuration $3d^64s^2$. The configuration matters: the overlap 0.0756 becomes 0.083 for $3d^74s^1$, 0.088 for $3d^8$ and 0.072 for the $3d^6$ ion Fe$^{2+}$. The $3d^8$ value is strongly basis-dependent: with large uncontracted iron d and carbon p sets it is 0.079 to 0.080. Relativity, electron correlation and any change of the orbitals on bonding are left out. The digits shown belong to this basis: in the larger def2-QZVP basis the metal-carbon overlaps of the five-ring are about 5 per cent smaller (0.072 in place of 0.0756, 0.114 in place of 0.1195), while their ratio is unchanged. The carbon orbital matters more: with the 2p orbital of the $^3P$ carbon atom from restricted open-shell Hartree-Fock theory the two overlaps are about 11 per cent larger (0.084 and 0.133), again with the same ratio. Overlaps are pure numbers.

### The model and its signs

The metal is at the origin. The ring is a regular polygon of $n$ carbons in a plane at height $h>0$, centred on the $z$ axis. Carbon $j$ has azimuth

$$\theta_j=\theta_0+\frac{2\pi j}{n},\qquad j=0,1,\dots,n-1,$$

measured from the $x$ axis. Each carbon carries one real, normalised pi orbital $p_j$, and two properties of these orbitals are needed:

- rotation by $2\pi/n$ about $z$ turns each $p_j$ into the next one;
- each $p_j$ is even under reflection in the vertical plane that contains its own carbon and the $z$ axis.

Orbitals parallel to $z$ satisfy both. So do orbitals that all lean toward the axis by the same angle. In the numerical example they are parallel to $z$, with the positive lobe pointing down, to the side of the metal.

The metal orbitals are

$$d_{xz}=F(r)\,xz,\qquad d_{yz}=F(r)\,yz,$$

where $F$ is real and includes the normalisation. Let $S_{\max}$ be the overlap of $d_{xz}$ with a pi orbital of this kind on a carbon at azimuth zero, in the $xz$ plane. The common sign of the $p_j$ is chosen to make $S_{\max}$ positive. For the five-ring the downward choice does this.

Neglecting carbon-carbon overlap means setting $\langle p_i|p_j\rangle=\delta_{ij}$ when ring orbitals are normalised. The metal-carbon overlaps are kept, since they are the quantities of interest.

### Four carbons, two of them on the x axis

The square with carbons at 0°, 90°, 180° and 270° can be treated almost without calculation. The carbon at 0° has overlap $S_{\max}$ with $d_{xz}$, by definition. A half turn about $z$ carries this carbon to 180° and changes the sign of $x$, hence of $d_{xz}$, so the carbon at 180° has overlap $-S_{\max}$. The carbons at 90° and 270° lie in the $yz$ plane. Their pi orbitals are even under $x\to-x$ while $d_{xz}$ is odd, so their overlaps vanish.

The ring orbital with the same pattern of signs uses the first and third carbons:

$$\psi=\frac{1}{\sqrt2}\,(p_0-p_2).$$

Its squared norm is $\tfrac12(1+1)=1$, because $\langle p_0|p_2\rangle$ is neglected. The group overlap $G=\langle\psi|d_{xz}\rangle$ is

$$G=\frac{1}{\sqrt2}\,\bigl[S_{\max}-(-S_{\max})\bigr]=\sqrt2\,S_{\max}.$$

This is $\sqrt{n/2}\,S_{\max}$ for $n=4$. At the distances given above, $S_{\max}=0.0816$ for the square and $G=1.414\times0.0816=0.1154$.

The two minus signs, one in the ring orbital and one in the overlap, multiply to a plus. That is the meaning of "matching": each carbon enters with the sign that makes its contribution positive.

Now turn the square by 45°. All four carbons take part and none lies in the $xz$ plane. To see whether $G$ survives, the overlap at a general azimuth is needed.

### One carbon at any azimuth

Let $R(\theta)$ rotate a function about $z$ by $\theta$, so that the rotated function at a point equals the old function at the point turned back by $\theta$. A carbon orbital at azimuth $\theta$ is $R(\theta)p$, where $p$ is the orbital at azimuth zero. An overlap does not change when both functions are rotated together. Rotating both by $-\theta$ gives

$$S(\theta)=\langle d_{xz}|R(\theta)p\rangle=\langle R(-\theta)d_{xz}|p\rangle .$$

The function $R(-\theta)d_{xz}$ at a point is $d_{xz}$ at the point turned forward by $\theta$. Turning forward leaves $r$ and $z$ alone and replaces $x$ by $x\cos\theta-y\sin\theta$. Hence

$$R(-\theta)d_{xz}=F(r)\,(x\cos\theta-y\sin\theta)\,z=\cos\theta\,d_{xz}-\sin\theta\,d_{yz}.$$

The orbital $p$ is even under $y\to-y$, and $d_{yz}$ is odd, so $\langle d_{yz}|p\rangle=0$. What remains is

$$S(\theta)=S_{\max}\cos\theta. \tag{1}$$

For $d_{yz}$, turning forward replaces $y$ by $x\sin\theta+y\cos\theta$. The same two steps give $S_{\max}\sin\theta$.

Nothing was assumed about the radial functions, the distance or the lean of the pi orbital, beyond the reflection symmetry. Since $|\cos\theta|\le1$, equation (1) also justifies the name $S_{\max}$: it is the largest overlap that a carbon can have as it is carried round the circle.

The limits are those already found: zero at 90° and $-S_{\max}$ at 180°. The five-ring gives two further values. With $S_{\max}=0.07556$,

$$0.07556\cos72^\circ=0.02335,\qquad 0.07556\cos144^\circ=-0.06113,$$

which are the overlaps quoted at the start. Those were obtained by integrating the products of the orbitals, with no use of (1).

The turned square can now be settled. Its carbons are at 45°, 135°, 225° and 315°, with overlaps $S_{\max}/\sqrt2$ times $+1,-1,-1,+1$. The matching normalised orbital has coefficients $\tfrac12$ times the same signs. Each of the four products is $\tfrac12\,S_{\max}/\sqrt2$, so

$$G=4\cdot\frac12\cdot\frac{S_{\max}}{\sqrt2}=\sqrt2\,S_{\max}.$$

The value is unchanged. Two carbons with full overlap have been replaced by four with a reduced one.

### The matching orbital of a general ring

A ring orbital that follows the rotation in a definite way is

$$\Psi_k=\sum_j e^{ik\theta_j}\,p_j ,$$

with $k$ an integer. Rotation by $\beta=2\pi/n$ turns $p_j$ into $p_{j+1}$. Since $\theta_j=\theta_{j+1}-\beta$,

$$R(\beta)\Psi_k=\sum_j e^{ik\theta_j}p_{j+1}=e^{-ik\beta}\sum_j e^{ik\theta_{j+1}}p_{j+1}=e^{-ik\beta}\,\Psi_k .$$

The metal combination $d_{xz}+i\,d_{yz}$ is proportional to $x+iy$, hence to $e^{i\phi}$ with $\phi$ the azimuth of the point. Rotation by $\beta$ turns $e^{i\phi}$ into $e^{i(\phi-\beta)}=e^{-i\beta}e^{i\phi}$, which is the behaviour of $k=1$. The combination $d_{xz}-i\,d_{yz}$ goes with $k=-1$ in the same way. The pair $k=\pm1$ is what the label $e_1$ denotes here, for every $n\ge3$. Its real members have coefficients proportional to $\cos\theta_j$ and $\sin\theta_j$, and the first has the sign pattern of $d_{xz}$:

$$\psi=N\sum_j\cos\theta_j\,p_j. \tag{2}$$

These are also orbitals of the ring taken by itself in the Hückel model, where each carbon is coupled equally to its two neighbours. Adding the coefficients on the two neighbours of carbon $j$ gives

$$\cos(\theta_j+\beta)+\cos(\theta_j-\beta)=2\cos\beta\,\cos\theta_j,$$

a constant times the coefficient on carbon $j$. This is the condition for an eigenvector of the coupling.

### The sum of squares

Normalisation of (2) with orthonormal $p_j$ requires $N^2\sum_j\cos^2\theta_j=1$. From $\cos^2\theta=\tfrac12+\tfrac12\cos2\theta$,

$$\sum_j\cos^2\theta_j=\frac n2+\frac12\,\mathrm{Re}\Bigl[e^{2i\theta_0}\sum_{j=0}^{n-1}q^{\,j}\Bigr],\qquad q=e^{4\pi i/n}.$$

Multiplying the last sum by $q-1$ makes neighbouring terms cancel and leaves $q^n-1$. But $q^n=e^{4\pi i}=1$, so

$$(q-1)\sum_{j=0}^{n-1}q^{\,j}=0 .$$

If $q\ne1$, the sum itself must vanish. The number $q$ equals 1 when $2/n$ is an integer, that is, for $n=1$ and $n=2$. For every $n\ge3$, therefore,

$$\sum_j\cos^2\theta_j=\frac n2,\qquad N=\sqrt{\frac2n}, \tag{3}$$

whatever the value of $\theta_0$. Here is the reason for the indifference to orientation: $\theta_0$ enters through a sum that is zero.

For five carbons with one on the $x$ axis the squares are 1, then 0.0955 twice and 0.6545 twice. They add to 2.5, and $N=\sqrt{2/5}=0.632$.

### The result

Each carbon contributes its coefficient times its overlap. Using (1), (2) and (3) in turn,

$$G=\sum_j N\cos\theta_j\;S_{\max}\cos\theta_j=\sqrt{\frac2n}\;\frac n2\;S_{\max}.$$

Writing $n/2$ as $\sqrt{n/2}\,\sqrt{n/2}$ and cancelling one factor against $\sqrt{2/n}$ gives

$$G=\sqrt{\frac n2}\;S_{\max}. \tag{4}$$

In the five-ring the products of coefficient and overlap are 0.04779 for the carbon on the $x$ axis, 0.00456 for each carbon at 72° and 288°, and 0.03128 for each at 144° and 216°. Their sum is 0.1195 after rounding, and $1.5811\times0.07556$ gives the same. The two carbons on the far side supply more than half of the group overlap. The two beside the $yz$ plane supply little, since both their coefficients and their overlaps are small.

The factor has two parts. If $n$ carbons all had the same overlap $S_0$ with a metal orbital, as they do with $d_{z^2}$, the matching coefficients would be $1/\sqrt n$ and the group overlap would be $n\,S_0/\sqrt n=\sqrt n\,S_0$. For a d-pi orbital the overlaps vary as a cosine, whose mean square round the ring is one half. That turns $\sqrt n$ into $\sqrt{n/2}$.

### What "largest" has to mean

In (4), $S_{\max}$ is the largest overlap over all azimuths. It need not occur in the ring. With one carbon of a five-ring on the $x$ axis, the overlaps with $d_{yz}$ are $S_{\max}\sin\theta_j$, and the largest is $S_{\max}\sin72^\circ=0.951\,S_{\max}=0.0719$. The group overlap is still 0.1195, because the sines obey

$$\sum_j\sin^2\theta_j=n-\sum_j\cos^2\theta_j=\frac n2 .$$

Dividing $G$ by the largest overlap actually present gives 1.663 instead of 1.581.

The size of this discrepancy follows from geometry. A carbon has its full overlap, apart from sign, when it lies on either side of the axis in the lobe plane. For odd $n$, the lines from the axis to the carbons, extended both ways, are spaced by $\pi/n$. One of them is then within $\pi/2n$ of the lobe plane, and the largest overlap present is at least $S_{\max}\cos(\pi/2n)$. For even $n$ the carbons lie opposite one another, the spacing is $2\pi/n$, and the corresponding factor is $\cos(\pi/n)$. The $d_{yz}$ case above attains the limit for five carbons, $\cos18^\circ=0.951$. The turned square attains the limit for four, $\cos45^\circ=0.707$.

### Where the law stops

Two carbons on opposite sides of the axis have one antisymmetric combination, $(p_0-p_1)/\sqrt2$, and no pair. If they stand at $\theta_0$ and $\theta_0+\pi$, their overlaps with $d_{xz}$ are $\pm S_{\max}\cos\theta_0$, and the group overlap has magnitude $\sqrt2\,|\cos\theta_0|\,S_{\max}$. Formula (4) would give $S_{\max}$. The actual value is $1.414\,S_{\max}$ with the carbons on the $x$ axis and zero with them on the $y$ axis. In the language of the sum, $q=1$ and the orientation no longer drops out.

Three carbons are enough. With one on the $x$ axis the cosines are $1,-\tfrac12,-\tfrac12$, their squares add to $\tfrac32$, and $G=\sqrt{3/2}\,S_{\max}$.

## Second half: projection, carbon-carbon overlap and ring size

The metal stands at the origin on the axis of a regular ring of $n\ge3$ carbons with azimuths $\theta_j$. The carbon pi orbitals $p_j$ turn into one another under the $n$-fold rotation. The overlap of $p_j$ with $d_{xz}$ is $S_j=S_{\max}\cos\theta_j$, where $S_{\max}$ belongs to a carbon in the $xz$ plane. The matching $e_1$ orbital is $\psi=\sum_jc_jp_j$ with $c_j=\sqrt{2/n}\,\cos\theta_j$. With carbon-carbon overlap neglected, its overlap with $d_{xz}$ is $G=\sqrt{n/2}\,S_{\max}$. The example is iron with a five-carbon ring, for which $S_{\max}=0.0756$ and $G=0.1195$.

### The same result as a length

If the $p_j$ are orthonormal, the part of $d_{xz}$ that can be built from them is its projection

$$Pd_{xz}=\sum_jS_j\,p_j .$$

Its squared length is the sum of the squared overlaps:

$$\sum_jS_j^2=S_{\max}^2\sum_j\cos^2\theta_j=\frac n2\,S_{\max}^2=G^2. \tag{5}$$

The group overlap is the length of this projection. The coefficients $S_j$ are proportional to $\cos\theta_j$, so the projection points along $\psi$. In the five-ring,

$$0.0756^2+2(0.0234)^2+2(0.0611)^2=0.01428,$$

whose square root is 0.1195. About 1.4 per cent of the squared norm of $d_{xz}$ can thus be represented by the ring pi orbitals in this model.

Two consequences follow. Let $\chi=\sum_jb_jp_j$ be any ring orbital orthogonal to $\psi$, so that $\sum_jb_jc_j=0$. From $S_j=S_{\max}\sqrt{n/2}\;c_j$,

$$\langle\chi|d_{xz}\rangle=\sum_jb_jS_j=S_{\max}\sqrt{\frac n2}\,\sum_jb_jc_j=0 .$$

The sine partner in the $e_1$ pair and all ring orbitals of other symmetry therefore have no overlap with $d_{xz}$. Secondly, no normalised combination of the $p_j$ overlaps $d_{xz}$ more strongly than $\psi$, since the component of a vector along any direction is at most its length.

Equation (5) also shows what remains when the symmetry is lost. If the ring slips sideways, the $S_j$ no longer follow a cosine and (4) fails. The length $\sqrt{\sum_jS_j^2}$ is still the largest overlap available from orthonormal pi orbitals, but the combination that attains it need not be an orbital of the free ring.

With carbon-carbon overlap neglected, the group overlap of $d_{xz}$ with its matching ring orbital is $\sqrt{n/2}\,S_{\max}$ for every regular ring of $n\ge3$ carbons, however the ring is turned, and it is the length of the projection of $d_{xz}$ onto the ring pi orbitals. What remains is the step from overlap to energy, the effect of carbon-carbon overlap, the dependence of $S_{\max}$ on ring size, and the comparison with ferrocene.
